# Ripple growth on a transport-controlled metal deposit with capillary stabilisation

## What the result decides

A simulation of a growing metal deposit needs a lateral grid spacing and a box width. Both hang on one length, the wavelength $\lambda_m$ at which surface ripples grow fastest. If the grid cannot represent $\lambda_m$, the fastest ripple it carries is its own shortest one, and the computed roughness is set by the mesh. In the example below the diffusion layer is 100 µm thick while $\lambda_m$ is 1.6 µm, so a mesh chosen to resolve the layer alone would miss the fastest ripples.

The result below holds when charge transfer is fast enough to keep even the ripples at local equilibrium, a demanding condition that is examined near the end. For a ripple of wavenumber $k=2\pi/\lambda>0$ the growth rate is then

$$\sigma(k)=Vk\coth(kL)\,(1-\ell^2k^2),\qquad \ell^2=\Gamma L\,\frac{1-\theta}{\theta}. \tag{1}$$

Here $V$ is the mean plating speed, $L$ the diffusion-layer thickness, $\Gamma$ a capillary length and $\theta<1$ the fraction of the limiting current. For $kL\gg1$ the fastest wavelength is $\lambda_m=2\pi\sqrt3\,\ell$.

The condition $\theta<1$ matters. Capillarity acts through the ion concentration at the metal surface, which vanishes at the limiting current. A deposit at the full limiting current therefore has no capillary stabilisation in this model.

## Model and flat deposit

The $z$ axis points from the metal into the solution, and $z=0$ is the mean surface. Stirring holds the concentration at its bulk value $c_b$ on the plane $z=L$, which follows the mean surface. Excess supporting electrolyte removes migration of the metal ion, and the ohmic drop is neglected. The electrode potential is fixed, and charge transfer is fast enough to keep the surface at local equilibrium. Surface diffusion and additives are left out.

Diffusion is taken as quasi-static, so $\nabla^2c=0$. With surface concentration $c_0$ the flat solution is

$$c=c_0+Gz,\qquad G=\frac{c_b-c_0}{L}. \tag{2}$$

The flux towards the metal is $DG$, with $D$ the diffusivity. Each mole adds the molar volume $V_m$, hence $V=V_mDG$. For ions of charge number $n$ the current density has magnitude $j=nFDG$, and its limit at $c_0=0$ is $j_{\lim}=nFDc_b/L$. Therefore

$$\theta=\frac{j}{j_{\lim}}=1-\frac{c_0}{c_b}. \tag{3}$$

The Nernst relation connects $c_0$ to the concentration overpotential $\eta$, which is negative for deposition: $c_0/c_b=\exp(-nF|\eta|/RT)$.

## Surface concentration on a ripple

Let the surface be $z=h(x,t)$, uniform along $y$, with isotropic surface energy $\gamma$. Per unit length along $y$ its area is $S=\int\sqrt{1+h'^2}\,dx$. Adding a thin layer $\delta h$ changes it by

$$\delta S=\int\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx
=-\int\left(\frac{h'}{\sqrt{1+h'^2}}\right)'\delta h\,dx .$$

The second form follows by integration by parts; the boundary terms cancel over a period. Carrying out the derivative gives

$$\delta S=\int\kappa\,\delta h\,dx,\qquad
\kappa=-\frac{h''}{(1+h'^2)^{3/2}}. \tag{4}$$

Thus $\kappa$ is positive on a crest, and it is the area created per volume of metal added. One mole deposited there costs the extra free energy $\gamma V_m\kappa$.

At fixed potential the electrical terms in the equilibrium between ion, electrons and metal are the same on the flat and the curved surface. The extra cost must be balanced by the chemical potential of the ion. With a constant activity coefficient,

$$RT\ln\frac{c_s}{c_0}=\gamma V_m\kappa
\quad\Rightarrow\quad
c_s=c_0e^{\Gamma\kappa}\approx c_0(1+\Gamma\kappa),\qquad
\Gamma=\frac{\gamma V_m}{RT}. \tag{5}$$

The linear form needs $|\Gamma\kappa|\ll1$. A crest is in equilibrium with a higher ion concentration than a trough. This lowers the concentration difference that feeds the crest, and so it opposes growth.

## Growth rate

Take $h=a(t)\cos kx$ with $ka\ll1$ and $a\ll L$, and keep terms of first order in $a$. Then $\kappa=k^2h$. Write $c=c_0+Gz+c_1$, where $c_1$ is of order $a$. At the metal surface

$$c_0+Gh+c_1(x,0)=c_0+c_0\Gamma k^2h .$$

Replacing $c_1(x,h)$ by $c_1(x,0)$ costs an error of second order. Hence

$$c_1(x,0)=Ah,\qquad A=c_0\Gamma k^2-G. \tag{6}$$

The term $-G$ arises because a crest reaches into richer solution; the other term is capillary. Laplace's equation with $c_1=0$ at $z=L$ gives

$$c_1=Ah\,\frac{\sinh[k(L-z)]}{\sinh(kL)},\qquad
\left.\frac{\partial c_1}{\partial z}\right|_{0}=-k\coth(kL)\,Ah. \tag{7}$$

The unit normal into the solution is $(-h',1)/\sqrt{1+h'^2}$. The normal speed of the surface in the laboratory frame is $(V+\partial_th)/\sqrt{1+h'^2}$, since $h$ is measured from the moving mean surface. Equating it to $V_mD$ times the normal gradient, the square roots cancel:

$$V+\partial_th=V_mD\left(\partial_zc-h'\partial_xc\right)_{z=h}. \tag{8}$$

The product $h'\partial_xc$ is of second order, and the flat part $V=V_mDG$ drops out. What remains is

$$\partial_th=-V_mDk\coth(kL)\,A\,h
=V_mDk\coth(kL)\,(G-c_0\Gamma k^2)\,h .$$

Taking $G$ out of the bracket gives (1), with

$$\ell^2=\frac{c_0\Gamma}{G}=\frac{c_0\Gamma L}{c_b-c_0}
=\Gamma L\,\frac{1-\theta}{\theta}
=\frac{\Gamma L}{e^{nF|\eta|/RT}-1}. \tag{9}$$

The third form uses $c_0=(1-\theta)c_b$; the last uses the Nernst relation. Ripples with $\lambda>\lambda_c=2\pi\ell$ grow and shorter ones decay.

## Fastest wavelength in a thick layer

For $kL\gg1$, $\coth(kL)$ differs from 1 by about $2e^{-2kL}$. Then $\sigma=V(k-\ell^2k^3)$, and

$$\frac{d\sigma}{dk}=V(1-3\ell^2k^2)=0
\quad\Rightarrow\quad k_m=\frac{1}{\sqrt3\,\ell}.$$

The second derivative, $-6V\ell^2k_m$, is negative, so this is a maximum. At $k_m$ the capillary factor is $1-1/3=2/3$. Thus

$$\lambda_m=2\pi\sqrt3\,\ell=\sqrt3\,\lambda_c,\qquad
\sigma_m=\frac{2V}{3\sqrt3\,\ell}. \tag{10}$$

With $r=k/k_m$, so that $\ell^2k^2=r^2/3$, the whole thick-layer curve becomes

$$\frac{\sigma}{\sigma_m}=\frac{r(3-r^2)}{2}
\approx1-\frac32(r-1)^2\quad\text{near }r=1. \tag{11}$$

The maximum is broad: a ripple 10% away in $k$ grows only about 1.5% more slowly. Linear growth therefore favours a band around $\lambda_m$, and the spacing seen at a given time also depends on the initial roughness.

Equation (11) gives a rule for the box. A periodic box of width $W$ admits $k=2\pi m/W$ with integer $m$, so some allowed $k$ lies within $\pi/W$ of $k_m$. The relative mismatch in $k$ is at most $\lambda_m/(2W)$. For any $W\ge10\lambda_m$ the mismatch is thus at most 5%, and the loss in growth rate is at most about 0.4% of $\sigma_m$.

## When the layer is not thick

Let $q=kL$ and $\delta=\ell/L$. A maximum with positive $\sigma$ must lie in $0<q<1/\delta$, where the logarithm of $q\coth q\,(1-\delta^2q^2)$ can be differentiated. Since

$$\frac{d}{dq}\ln\coth q=\frac{\sinh q}{\cosh q}-\frac{\cosh q}{\sinh q}
=-\frac{2}{\sinh2q},$$

the stationary condition, after division by $q$, is

$$P(q)\equiv\frac1{q^2}-\frac{2}{q\sinh2q}
=\frac{2\delta^2}{1-\delta^2q^2}. \tag{12}$$

The rate rises with $q$ where the left side is larger, and falls where the right side is larger. The right side increases from $2\delta^2$ without bound as $q\to1/\delta$. To show that $P$ decreases, expand $\cosh(yx/\pi)$ in a Fourier series on $-\pi\le x\le\pi$:

$$\cosh\frac{yx}{\pi}=\frac{\sinh y}{y}
\left[1+2\sum_{m=1}^{\infty}\frac{(-1)^my^2}{y^2+m^2\pi^2}\cos mx\right].$$

Setting $x=0$, solving for $y/\sinh y$ and putting $y=2q$ gives

$$P=\frac{4}{y^2}\left(1-\frac{y}{\sinh y}\right)
=8\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{y^2+m^2\pi^2}. \tag{13}$$

The derivative of $P$ with respect to $y^2$ is $-8\sum(-1)^{m+1}/(y^2+m^2\pi^2)^2$. This alternating sum has terms of decreasing size and a positive first term, so it is positive and $P$ decreases. From $y/\sinh y\approx1-y^2/6$, $P$ starts at $2/3$.

There is thus one crossing if $2\delta^2<2/3$, that is $\ell<L/\sqrt3$, and none otherwise. When there is none, $\sigma$ falls with $k$ throughout the growing band, and its upper limit $V/L$ is approached as $k\to0$. No finite wavelength is then the fastest. The uniform mode $k=0$ is excluded, because it changes the mean height that the outer plane follows. The threshold and the limit $V/L$ depend on that plane staying flat. If the outer boundary followed the ripple instead, $Vk/\sinh(kL)$ would be subtracted from (1), the long-wave rate would vanish and the threshold would move to $\ell=L/\sqrt2$. The regime is also remote: with $\Gamma/L=2\times10^{-5}$, as in the example below, $\delta=0.1$ needs $\theta\approx2\times10^{-3}$ and the threshold needs $\theta\approx6\times10^{-5}$.

To implement (12), find the root between 0 and $1/\delta$, and evaluate $1/\sinh2q$ as $2e^{-2q}/(1-e^{-4q})$ to avoid overflow. Close to the threshold, $q\coth q\approx1+q^2/3-q^4/45$ supplies a starting value:

$$q_m^2\approx\frac{1/3-\delta^2}{2(1/45+\delta^2/3)} .$$

At $\delta=0.5$ this gives $q_m=0.63$, against the root 0.642 of (12). The thick-layer formula gives 1.155, a wavenumber 80% too high. At $\delta=0.1$ the thick-layer value, 5.7735, differs from the root, 5.7731, by less than 0.01%.

## Worked example

The parameters are round values for an unnamed divalent metal: $T=300$ K, $V_m=10^{-5}$ m³/mol, $\gamma=0.5$ J/m², $D=10^{-9}$ m²/s, $c_b=100$ mol/m³, $L=10^{-4}$ m and $\theta=0.9$. From (3), $c_0=10$ mol/m³. Then

$$G=\frac{100-10}{10^{-4}}=9.0\times10^5\ \text{mol/m}^4,$$

$$V=10^{-5}\times10^{-9}\times9.0\times10^5=9.0\times10^{-9}\ \text{m/s}.$$

The current density is 174 A/m² and $|\eta|$ is 29.8 mV. The capillary quantities are

$$\Gamma=\frac{0.5\times10^{-5}}{8.314\times300}=2.00\times10^{-9}\ \text{m},$$

$$\ell=\sqrt{\frac{10\times2.00\times10^{-9}}{9.0\times10^5}}
=1.49\times10^{-7}\ \text{m}.$$

Equation (10) gives $\lambda_c=0.94$ µm and

$$\lambda_m=2\pi\sqrt3\times0.149\ \text{µm}=1.62\ \text{µm}=1620\ \text{nm},$$

$$\sigma_m=\frac{2\times9.0\times10^{-9}}{3\sqrt3\times1.49\times10^{-7}}
=0.0232\ \text{s}^{-1}.$$

The amplitude grows by a factor $e$ in 43 s, while the mean deposit thickens by $V/\sigma_m=0.39$ µm. Here $k_mL=387$, so the thick-layer formula applies.

The rates at other wavelengths follow (11). At $2\lambda_m$, $r=1/2$ and the rate is $0.69\,\sigma_m=0.0160$ s⁻¹. At $\lambda_m/2$, $r=2$ and the ripple decays at the rate $\sigma_m$.

A grid of spacing $\Delta x$ represents no wavelength below $2\Delta x$. Covering the whole growing band down to $\lambda_c$ thus needs $\Delta x\le0.47$ µm, but this is only the sampling limit. Lateral second differences replace $k$ by $(2/\Delta x)\sin(k\Delta x/2)$, which never exceeds $2/\Delta x$. At $\Delta x=0.47$ µm the shortest grid mode then has an effective $r=1.1$ and still grows at 98% of $\sigma_m$. No grid mode decays unless $\Delta x<2\ell=0.30$ µm, and accurate rates need a spacing well below that.

## Approach to the limiting current

At fixed $L$, $D$, $c_b$ and $\Gamma$, $V$ is proportional to $\theta$ and $\ell$ to $\sqrt{(1-\theta)/\theta}$. Hence

$$\lambda_m\propto\sqrt{\frac{1-\theta}{\theta}},\qquad
\sigma_m\propto\frac{\theta^{3/2}}{\sqrt{1-\theta}}. \tag{14}$$

For the example parameters:

- $\theta=0.5$: $\lambda_m=4.87$ µm, $\sigma_m=0.0043$ s⁻¹.
- $\theta=0.99$: $\lambda_m=0.49$ µm, $\sigma_m=0.085$ s⁻¹.
- $\theta=0.999$: $\lambda_m=0.154$ µm, $\sigma_m=0.27$ s⁻¹.

From $\theta=0.5$ to $0.999$ the plating speed merely doubles, while $\lambda_m$ shrinks about thirtyfold. The main cause is the loss of surface ions that carry the capillary effect; the doubled gradient $G$ adds a factor $\sqrt2$. These rows assume local equilibrium, which becomes harder to meet as $\theta$ rises. The surface rate constant $k_f$ introduced below must greatly exceed $Dk_m$, which is $1.3\times10^{-2}$ m/s at $\theta=0.99$ and $4.1\times10^{-2}$ m/s at $\theta=0.999$. It must also greatly exceed $DG/c_0$, which grows as $1/(1-\theta)$, so for any finite $k_f$ the assumption fails before $\theta$ reaches 1.

The input $\theta$ therefore needs care. Differentiating (14) gives $d\ln\lambda_m/d\theta=-1/[2\theta(1-\theta)]$. At $\theta=0.9$, an error of 0.01 in $\theta$ shifts $\lambda_m$ by about 6%.

At $\theta=1$ equation (1) becomes $\sigma=Vk\coth(kL)$, which increases with $k$ without bound. The model then selects no wavelength, and a process left out of it must limit the short ripples.

## Conditions for use

**Quasi-static diffusion.** Restore $\partial c/\partial t$, with the liquid carried along at the mean surface speed. The equation for $c_1$ becomes $\partial_z^2c_1=(k^2+\sigma/D)c_1$, so $k\coth(kL)$ in (1) is replaced by $p\coth(pL)$ with $p^2=k^2+\sigma/D$. For $kL\gg1$ and a small change, the relative shift of $\sigma$ is about $\sigma/(2Dk^2)$. The condition for such ripples is therefore $\sigma/(Dk^2)\ll1$. Since $V/D=V_m(c_b-c_0)/L$, a growing ripple obeys

$$\frac{\sigma}{Dk^2}<\frac{V_m(c_b-c_0)}{kL}\coth(kL). \tag{15}$$

For dilute ions, $V_m(c_b-c_0)\ll1$, the right side is small unless the wavelength is very long compared with $L$. In that long-wave limit $pL\coth(pL)\approx1+p^2L^2/3$, so the relative shift of $\sigma$ is instead about $\sigma L^2/(3D)$. Since $\sigma$ is then at most about $V/L$, the shift is at most about $V_m(c_b-c_0)/3$, and quasi-static diffusion still holds. At $\lambda_m$ in the example the ratio $\sigma/(Dk^2)$ is $1.6\times10^{-6}$.

Liquid displaced by the growing ripple moves at a speed of order $\sigma a$ and advects the gradient $G$. Compared with the diffusion term $Dk^2c_1$, where $|c_1|=G(1-\ell^2k^2)a$, this is of order $V/(Dk)$ for $kL\gg1$. That is the size of the right side of (15), so it is neglected. It can outweigh the shift $\sigma/(2Dk^2)$ found above and reverse its sign. That expression therefore indicates only the order of magnitude of the total correction near $\lambda_m$, and it underestimates the correction near the cutoff.

**Fast charge transfer.** Suppose the surface reaction flux is $k_f(c_s-c_{\rm eq})$, where $c_{\rm eq}$ is the equilibrium value (5) and $k_f$ a rate constant. A ripple needs a flux variation of order $Dkc_1$, so the departure from equilibrium is small compared with $c_1$ if $k_f\gg Dk$. In the example $Dk_m=3.9\times10^{-3}$ m/s. This is $k_mL=387$ times $D/L$, the value that $k_f$ must greatly exceed for diffusion to control the mean current. Keeping the flat surface concentration close to $c_0$ asks for more, $k_f\gg DG/c_0$, but in the example $DG/c_0$ is only $9D/L$, still far below $Dk_m$. An electrode that is reversible for the mean current can thus fail to be so for the ripple, and (1) should then not be used.

In terms of the exchange current density at the surface concentration $c_0$, which is $nFk_fc_0$, the example needs a value well above $nFDk_mc_0\approx7.5\times10^3$ A/m². Many real deposition reactions, copper from acid sulfate among them, are far slower than this. The example therefore illustrates the fast-transfer limit, and its $\lambda_m$ should not be taken as a prediction for such metals.

**Small amplitude.** The slope condition is $a\ll1/k_m=0.26$ µm in the example. The capillary exponent is at most $\Gamma k_m^2a=(\Gamma k_m)(k_ma)$ with $\Gamma k_m=0.008$, so the slope condition is the stricter one.

## Numerical checks

Laplace's equation was solved in the rippled region itself, with the full curvature and the exponential in (5). The growth rates agreed with (1) for $kL$ from 0.5 to 9, on both sides of the cutoff. The same solution tested the cutoff, the root of (12), the existence threshold and the loss of stabilisation at $c_0=0$. For the worked example it reproduced $\sigma_m$ within a relative tolerance of $10^{-4}$.

A separate eigenvalue calculation kept $\partial c/\partial t$ and met the same tolerance in the example. With the ion volume fraction raised to $V_mc_b=0.2$, at $kL=3$, $c_0/c_b=0.3$ and $\Gamma/L=0.05$, the growth rate exceeded the quasi-static value by 1.9%. This is the size expected from $\sigma/(2Dk^2)$. These checks do not cover displaced-liquid flow or finite reaction rates, for which the estimates above are the guide. The remaining values are in the numerical output.

## Computed results

```
Temperature: 300 K; ion charge number: 2
Molar volume: 1.0e-05 m^3/mol
Surface energy: 0.50 J/m^2
Diffusivity: 1.0e-09 m^2/s
Bulk concentration: 100 mol/m^3
Surface concentration: 10.0 mol/m^3
Layer thickness: 100 um
Fraction of limiting current: 0.90
Concentration gradient: 9.000e+05 mol/m^4
Current density: 173.7 A/m^2
Overpotential magnitude: 29.76 mV
Plating speed: 9.000 nm/s
Gamma: 2.0045 nm
Stability length ell: 0.1492 um
Cutoff wavelength: 0.9377 um
Fastest wavenumber: 3.8686e+06 1/m
Fastest wavelength: 1.6242 um = 1624.2 nm
Largest growth rate, formula: 0.02321 1/s
Largest growth rate, direct solution: 0.02321 1/s
E-fold time: 43.08 s
Mean deposit per e-fold: 0.3877 um
k L at fastest ripple: 386.9
sigma/(D k^2): 1.55e-06
Diffusion time L^2/D: 10.0 s
Wavelength 0.8121 um: rate -0.02321 1/s
Wavelength 1.6242 um: rate 0.02321 1/s
Wavelength 3.2483 um: rate 0.01596 1/s
Wavelength 8.1208 um: rate 0.00687 1/s
j/jlim 0.500: overpotential 8.96 mV, wavelength 4.8725 um, rate 0.00430 1/s
j/jlim 0.900: overpotential 29.76 mV, wavelength 1.6242 um, rate 0.02321 1/s
j/jlim 0.990: overpotential 59.53 mV, wavelength 0.4897 um, rate 0.08468 1/s
j/jlim 0.999: overpotential 89.29 mV, wavelength 0.1542 um, rate 0.27145 1/s
ell/L 0.1: fastest k L 5.7731, thick-layer value 5.7735
ell/L 0.3: fastest k L 1.7795, thick-layer value 1.9245
ell/L 0.5: fastest k L 0.6421, thick-layer value 1.1547
Scaled test: cutoff k L 6.8313, fastest k L 3.9361
Transient shift at Vm*cb = 0.2, k L = 3: 1.85 percent
```
